# Where the RPA On-Top Pair Distribution of the Electron Gas Turns Negative: a program that tests the result

```python
"""RPA pair distribution of the unpolarized 3D electron gas at zero temperature.

Result under test: the on-top value g(0) = 1/2 + (3/2) int x^2 dS(x) dx falls
strictly with rs and changes sign once, well before rs = 2.
Symbols (atomic units): x = q/kF, imaginary frequency = q*kF*u, y = kF*r,
a = 4/(pi*kF), chi0 = -(kF/pi^2)*F(x,u), w = a*F/x^2 = -v*chi0,
S = S0 + dS, with S0 the structure factor of free electrons.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq
from scipy.special import spherical_jn

BOHR = physical_constants["Bohr radius"][0] * 1e10
HARTREE = physical_constants["Hartree energy in eV"][0]
PI = np.pi


def fermi_wavevector(rs):
    return (9 * PI / 4) ** (1 / 3) / rs


def coupling(rs):
    return 4 / (PI * fermi_wavevector(rs))


def gauss(count, low, high):
    t, weight = np.polynomial.legendre.leggauss(count)
    return low + (high - low) * (t + 1) / 2, weight * (high - low) / 2


def lindhard(x, u):
    """F(x,u) on the imaginary axis, in a form that avoids cancellation."""
    log_term = np.log1p(2 * x / (u**2 + (1 - x / 2) ** 2))
    angle = np.arctan2(2 * u, u**2 + x**2 / 4 - 1)
    return 0.5 * (1 + (1 + u**2 - x**2 / 4) / (2 * x) * log_term - u * angle)


def free_S(x):
    return np.where(x < 2, 0.75 * x - x**3 / 16, 1.0)


def averaged_kernel(w):
    """1 - ln(1+w)/w, with its series where w is small."""
    safe = np.maximum(w, 1e-4)
    return np.where(w < 1e-4, w / 2 - w**2 / 3, 1 - np.log1p(safe) / safe)


KERNELS = {
    "rpa": lambda w: w / (1 + w),
    "first": lambda w: w,
    "averaged": averaged_kernel,
    "free": lambda w: -np.ones_like(w),
}


def frequency_grid(x, count):
    t, weight = gauss(count, 0, 1)
    scale = (1 + x / 2)[:, None]
    return scale * t / (1 - t), scale * weight / (1 - t) ** 2


def delta_S(x, a, kind="rpa", count=240):
    """Correlation part of S; kind 'free' returns S0 by quadrature."""
    x = np.atleast_1d(np.asarray(x, dtype=float))
    u, du = frequency_grid(x, count)
    F = lindhard(x[:, None], u)
    w = a * F / x[:, None] ** 2
    return -3 * x / PI * np.sum(du * F * KERNELS[kind](w), axis=1)


def wave_grid(count):
    """Nodes on 0 < x < 2, then on 2 < x < infinity through x = 2/z."""
    x1, w1 = gauss(count, 0, 2)
    z, wz = gauss(count, 0, 1)
    return np.concatenate([x1, 2 / z]), np.concatenate([w1, 2 * wz / z**2])


def ontop_correlation(rs, kind="rpa", nx=80, nu=240, xmin=0.0):
    x, weight = wave_grid(nx)
    part = 1.5 * weight * x**2 * delta_S(x, coupling(rs), kind, nu)
    return float(np.sum(part[x > xmin]))


def ontop(rs, **options):
    return 0.5 + ontop_correlation(rs, **options)


# Panels of width 2 resolve the oscillating transform at nonzero distance.
panels = [gauss(20, low, low + 2) for low in range(0, 200, 2)]
X_PANEL = np.concatenate([p[0] for p in panels])
W_PANEL = np.concatenate([p[1] for p in panels])


def exchange_g(y):
    return 1 - 4.5 * (spherical_jn(1, y) / y) ** 2


def make_g(rs):
    """Return g as a function of y = kF*r > 0."""
    dS = delta_S(X_PANEL, coupling(rs))

    def g(y):
        wave = np.sinc(X_PANEL * y / PI)
        return exchange_g(y) + 1.5 * np.sum(W_PANEL * X_PANEL**2 * dS * wave)
    return g


# Closed Lindhard function against the integral over the Fermi sphere.
for x, u in ((0.4, 0.3), (1.7, 0.8), (3.5, 0.6)):
    direct = quad(lambda t: (1 - t * t) * (t + x / 2)
                  / (u * u + (t + x / 2) ** 2), -1, 1)[0] / (2 * x)
    assert abs(direct - lindhard(x, u)) < 1e-8

# Free structure factor from the response, against the sphere-overlap formula.
x_test = np.array([0.3, 1.2, 3.0])
assert np.allclose(delta_S(x_test, 1.0, "free"), free_S(x_test), atol=2e-5)


# RPA structure factor from the real-frequency spectrum.
def lindhard_real(x, nu):
    total = 0j
    for c, sign in ((nu - x / 2, 1), (-nu - x / 2, -1)):
        total += -2 * c + (1 - c * c) * np.log(abs((1 - c) / (1 + c)))
        total += sign * 1j * PI * max(0.0, 1 - c * c)
    return total / (4 * x)


def spectral_S(x, a):
    def loss(nu):
        F = lindhard_real(x, nu)
        return (F * x**2 / (x**2 + a * F)).imag
    edge = 1 + x / 2
    cuts = [0, 1 - x / 2, edge] if x < 2 else [x / 2 - 1, edge]
    area = sum(quad(loss, lo, hi, limit=300)[0]
               for lo, hi in zip(cuts[:-1], cuts[1:]))

    def dielectric(nu):
        return x**2 + a * lindhard_real(x, nu).real
    plasmon = 0.0
    if dielectric(edge + 1e-9) < 0:
        pole = brentq(dielectric, edge + 1e-9, 100)
        step = 1e-5
        slope = (lindhard_real(x, pole + step).real
                 - lindhard_real(x, pole - step).real) / (2 * step)
        plasmon = PI * x**4 / (a**2 * slope)
    return 3 * x / PI * (area + plasmon), 3 * x / PI * plasmon


a2 = coupling(2.0)
k2 = fermi_wavevector(2.0)
spectral = [spectral_S(x, a2) for x in x_test]
imaginary_axis = free_S(x_test) + delta_S(x_test, a2)
assert np.allclose([s[0] for s in spectral], imaginary_axis, atol=5e-5)
assert spectral[0][1] > 0 and spectral[1][1] == 0

# Long waves: S = q^2/(2*plasma frequency).
x_small = 0.02
plasma2 = np.sqrt(3 / 2.0**3)
S_small = float(free_S(x_small) + delta_S(x_small, a2)[0])
assert abs(S_small / ((x_small * k2) ** 2 / (2 * plasma2)) - 1) < 5e-3

# Exchange hole: transform of S0 - 1 against the density-matrix formula.
for y in (0.5, 2.0, 4.0):
    hole = 1.5 * quad(lambda x: x**2 * (float(free_S(x)) - 1)
                      * np.sinc(x * y / PI), 0, 2)[0]
    assert abs(1 + hole - exchange_g(y)) < 1e-8

# First order in the interaction: explicit sum over pairs of electrons.
x_pair = 3.0
pair_sum = dblquad(lambda s, t: (1 - s * s) * (1 - t * t) / (x_pair + s + t),
                   -1, 1, -1, 1)[0]
pair_value = -3 * a2 / (8 * x_pair**3) * pair_sum
assert abs(pair_value / delta_S(x_pair, a2, "first")[0] - 1) < 1e-5

# Large-q tail, and the contact slope found without using that tail.
tail = float(-60.0**4 * delta_S(60.0, a2)[0])
assert abs(tail / (2 * a2 / 3) - 1) < 0.01
g_two = make_g(2.0)
h = 0.05
contact_slope = k2 * (4 * g_two(h) - g_two(2 * h) - 3 * ontop(2.0)) / (2 * h)
assert abs(contact_slope - 1) < 0.02

# Spin-resolved response by matrix inversion: correlation equal in all pairs.
x_spin = np.array([1.2])
u, du = frequency_grid(x_spin, 240)
F = lindhard(x_spin[0], u[0])
v_scaled = a2 / x_spin[0] ** 2
inverse = (-2 / F)[:, None, None] * np.eye(2) - v_scaled * np.ones((2, 2))
chi = np.linalg.inv(inverse)
S_spin = -3 * x_spin[0] / PI * np.einsum("i,ijk->jk", du[0], chi)
quarter = delta_S(x_spin, a2)[0] / 4
assert abs(S_spin[0, 1] - quarter) < 1e-8
assert abs(S_spin[0, 0] - float(free_S(x_spin[0])) / 2 - quarter) < 2e-5

# Coupling average: explicit integration over interaction strength.
strength, weight = gauss(24, 0, 1)
explicit = sum(w * ontop(s * 2.0) for s, w in zip(strength, weight))
assert abs(explicit - ontop(2.0, kind="averaged")) < 2e-5

# Zeros, monotonic fall, first-order bound, and grid convergence.
rs_zero = brentq(ontop, 0.1, 4, xtol=1e-10)
rs_anti = brentq(lambda rs: 1 + ontop_correlation(rs), 0.5, 4)
rs_avg = brentq(lambda rs: ontop(rs, kind="averaged"), 0.5, 4)
rs_coarse = brentq(lambda rs: ontop(rs, nx=50, nu=150), 0.1, 4)
assert abs(rs_zero - rs_coarse) < 3e-5
first_coefficient = -ontop_correlation(1.0, kind="first")
rs_bound = 0.5 / first_coefficient
assert rs_bound < rs_zero < 2
rs_list = [0.25, 0.5, 1.0, 1.5, 2.0, 3.0, 4.0]
g_list = [ontop(rs) for rs in rs_list]
assert np.all(np.diff(g_list) < 0)
assert ontop(0.99 * rs_zero) > 0 > ontop(1.01 * rs_zero)
for rs in (rs_zero, 2.0):
    x_all = wave_grid(80)[0]
    assert np.all(free_S(x_all) + delta_S(x_all, coupling(rs)) > 0)

kz = fermi_wavevector(rs_zero)
az = coupling(rs_zero)
density = 3 / (4 * PI * rs_zero**3)
y_node = brentq(g_two, 0.1, 3.0)

print("ZERO OF THE RPA ON-TOP VALUE")
print(f"critical rs (dimensionless) = {rs_zero:.4f}")
print(f"same on coarser grid (dimensionless) = {rs_coarse:.4f}")
print(f"critical density = {density / BOHR**3:.3f} angstrom^-3")
print(f"critical density in atomic units = {density:.4f} bohr^-3")
print(f"critical sphere radius = {rs_zero * BOHR:.4f} angstrom")
print(f"Fermi wavevector there = {kz / BOHR:.3f} angstrom^-1")
print(f"Fermi energy there = {kz**2 / 2 * HARTREE:.2f} eV")
print(f"plasmon energy there = {np.sqrt(4*PI*density)*HARTREE:.2f} eV")
print(f"coupling a there (dimensionless) = {az:.4f}")
print(f"first-order coefficient C (dimensionless) = {first_coefficient:.4f}")
print(f"lower bound 1/(2C) on critical rs = {rs_bound:.4f}")
print(f"gc(0) there, all q = {ontop_correlation(rs_zero):.4f}")
print(f"gc(0) there, part q > 2 kF = {ontop_correlation(rs_zero, xmin=2):.4f}")
print("RELATED ZEROS (rs, dimensionless)")
print(f"antiparallel on-top value = {rs_anti:.4f}")
print(f"coupling-averaged on-top value = {rs_avg:.4f}")
print("ON-TOP VALUES (dimensionless): rs, total, antiparallel, parallel")
for rs, value in zip(rs_list, g_list):
    print(f"{rs:5.2f} {value:9.4f} {value + 0.5:9.4f} {value - 0.5:9.4f}")
print("STRUCTURE FACTOR AT CRITICAL rs: q/kF, free S0, RPA S")
for x in (0.25, 0.5, 1.0, 1.5, 2.0, 3.0, 4.0):
    s0 = float(free_S(x))
    print(f"{x:5.2f} {s0:9.4f} {s0 + delta_S(x, az)[0]:9.4f}")
print("PAIR DISTRIBUTION: r (angstrom), g at critical rs, g at rs = 2")
g_zero = make_g(rs_zero)
print(f"{0.0:5.2f} {abs(ontop(rs_zero)):9.4f} {ontop(2.0):9.4f}")
for r in (0.1, 0.2, 0.4, 0.6, 0.8):
    print(f"{r:5.2f} {g_zero(kz*r/BOHR):9.4f} {g_two(k2*r/BOHR):9.4f}")
print("CHECKS AT rs = 2")
print(f"g(r) is negative inside r = {y_node / k2 * BOHR:.4f} angstrom")
print(f"contact slope dg/dr = {contact_slope:.3f} bohr^-1")
print(f"tail -x^4 dS at x = 60: {tail:.4f}; limit 2a/3: {2*a2/3:.4f}")
print("S at q/kF: imaginary axis, real spectrum, plasmon part")
for x, s_im, s_re in zip(x_test, imaginary_axis, spectral):
    print(f"{x:5.2f} {s_im:9.5f} {s_re[0]:9.5f} {s_re[1]:9.5f}")
print("all assertions hold")
```

Running it gives:

```
ZERO OF THE RPA ON-TOP VALUE
critical rs (dimensionless) = 0.7817
same on coarser grid (dimensionless) = 0.7817
critical density = 3.373 angstrom^-3
critical density in atomic units = 0.4998 bohr^-3
critical sphere radius = 0.4137 angstrom
Fermi wavevector there = 4.639 angstrom^-1
Fermi energy there = 82.01 eV
plasmon energy there = 68.19 eV
coupling a there (dimensionless) = 0.5186
first-order coefficient C (dimensionless) = 0.7317
lower bound 1/(2C) on critical rs = 0.6834
gc(0) there, all q = -0.5000
gc(0) there, part q > 2 kF = -0.2678
RELATED ZEROS (rs, dimensionless)
antiparallel on-top value = 1.6898
coupling-averaged on-top value = 1.6004
ON-TOP VALUES (dimensionless): rs, total, antiparallel, parallel
 0.25    0.3283    0.8283   -0.1717
 0.50    0.1693    0.6693   -0.3307
 1.00   -0.1258    0.3742   -0.6258
 1.50   -0.4000    0.1000   -0.9000
 2.00   -0.6594   -0.1594   -1.1594
 3.00   -1.1453   -0.6453   -1.6453
 4.00   -1.5990   -1.0990   -2.0990
STRUCTURE FACTOR AT CRITICAL rs: q/kF, free S0, RPA S
 0.25    0.1865    0.0689
 0.50    0.3672    0.2286
 1.00    0.6875    0.5884
 1.50    0.9141    0.8588
 2.00    1.0000    0.9762
 3.00    1.0000    0.9955
 4.00    1.0000    0.9986
PAIR DISTRIBUTION: r (angstrom), g at critical rs, g at rs = 2
 0.00    0.0000   -0.6594
 0.10    0.1911   -0.4754
 0.20    0.3798   -0.3021
 0.40    0.7063    0.0099
 0.60    0.9104    0.2735
 0.80    0.9897    0.4888
CHECKS AT rs = 2
g(r) is negative inside r = 0.3932 angstrom
contact slope dg/dr = 0.998 bohr^-1
tail -x^4 dS at x = 60: 0.8847; limit 2a/3: 0.8846
S at q/kF: imaginary axis, real spectrum, plasmon part
 0.30   0.06422   0.06422   0.06342
 1.20   0.62628   0.62628   0.00000
 3.00   0.98873   0.98873   0.00000
all assertions hold
```
